# Collisions lost when a Monte Carlo step allows at most one

## Problem

A Monte Carlo code follows electrons in a semiconductor through time steps of length \(\Delta t\). The true collision rate \(\Gamma\) is constant, and a collision does not depend on earlier ones. In each step the code allows at most one collision and gives it the probability

\[
P=1-e^{-x},\qquad x=\Gamma\,\Delta t .
\]

(a) Show that for \(x=0.2\) the code underestimates the collision frequency by about 9 percent of its true value. Identify the missing collisions.

(b) Find upper and lower bounds on the lost fraction for any \(x>0\), and the value of \(x\) that keeps the loss to 1 percent.

(c) A constant field gives the electrons an acceleration \(a\). The code accelerates an electron through the whole step, applies any collision at the end of the step, and averages the velocity along the step. A collision retains on average a fraction \(c\) of the velocity component along the field. Is the drift velocity also wrong by 9 percent?

(d) Apply the results to electrons in lightly doped germanium at 300 K, with \(\Gamma=4\ \mathrm{ps^{-1}}\), \(\Delta t=0.05\ \mathrm{ps}\), a field of 100 V/cm, and longitudinal and transverse masses of 1.6 and 0.08 electron masses. These are rough typical values. Take \(c=0\), and judge what the constant rate leaves out.

## Solution

### (a) The missing collisions

Let \(p_n(t)\) be the probability of \(n\) collisions in a time \(t\). In a short time \(dt\) a collision occurs with probability \(\Gamma\,dt\), which moves the electron from count \(n-1\) to count \(n\), or from \(n\) to \(n+1\). Hence

\[
\frac{dp_n}{dt}=\Gamma\,(p_{n-1}-p_n),\qquad p_{-1}=0,\qquad p_0(0)=1 .
\]

For \(n=0\) this gives \(p_0=e^{-\Gamma t}\). For the others, write \(p_n=e^{-\Gamma t}g_n\). The term \(-\Gamma p_n\) cancels, leaving \(dg_n/dt=\Gamma g_{n-1}\) with \(g_0=1\) and \(g_n(0)=0\) for \(n\ge1\). Repeated integration gives \(g_n=(\Gamma t)^n/n!\), so in one step

\[
p_n=\frac{x^n}{n!}\,e^{-x}.
\]

The mean number of collisions per step is

\[
\sum_{n\ge1} n\,p_n
= x\,e^{-x}\sum_{n\ge1}\frac{x^{n-1}}{(n-1)!}=x .
\]

The probability of at least one collision is \(1-p_0=1-e^{-x}=P\). The code's probability is therefore correct for the event "one or more". The error is that this event is counted as one collision. The number missed per step is

\[
\sum_{n\ge1}(n-1)\,p_n=\sum_{n\ge1}n\,p_n-\sum_{n\ge1}p_n=x-P .
\]

These are the second and later collisions in a step. The code's frequency is \(P/\Delta t\), while the true one is \(\Gamma=x/\Delta t\). Relative to the true frequency, the lost fraction is

\[
d(x)=\frac{x-P}{x}=1-\frac{1-e^{-x}}{x}.
\]

At \(x=0.2\), \(P=0.181269\), so

\[
d=\frac{0.2-0.181269}{0.2}=\frac{0.018731}{0.2}\approx0.094 .
\]

The loss is 9.4 percent, as was to be shown. Most of it comes from steps with two collisions: these have probability 0.016375 and lose one collision each. Steps with three have probability 0.001092 and lose two each, adding 0.002183. Longer sequences supply the small remainder.

As an independent test, random exponential flight times were laid end to end and sorted into steps with \(x=0.2\). Counting at most one collision per step lost \(9.379\pm0.013\) percent, where the uncertainty is one standard error. The formula gives 9.365 percent, about one standard error away.

The reference of a percentage matters here. The code's mean time between collisions is \(\Delta t/P\), which exceeds the true \(1/\Gamma\) by the factor \(x/P\). That is an excess of 10.3 percent relative to the true time, although the frequency is low by 9.4 percent.

### (b) Bounds and choice of step

Since \(\int_0^x(1-e^{-s})\,ds=x-(1-e^{-x})\), the lost fraction can be written as

\[
d(x)=\frac1x\int_0^x\left(1-e^{-s}\right)ds .
\]

For \(u>0\), \(e^{-u}<1\). Integrating this from 0 to \(s\) gives \(1-e^{-s}<s\). Integrating that inequality once more gives \(s-(1-e^{-s})<s^2/2\). Together,

\[
s-\frac{s^2}{2}<1-e^{-s}<s .
\]

Integrating from 0 to \(x\) and dividing by \(x\) yields

\[
\frac{x}{2}-\frac{x^2}{6}<d(x)<\frac{x}{2}.
\]

At \(x=0.2\) the loss therefore lies between 9.33 and 10 percent. For small \(x\) it is close to \(x/2\), so halving the step nearly halves the loss: at \(x=0.1\) it is 4.8 percent. These bounds are informative for small \(x\): the upper one exceeds 1 for \(x>2\), and the lower one is negative for \(x>3\). Since \(P<1\), also \(d>1-1/x\). For large \(x\), \(P\) approaches 1 and \(d\) approaches \(1-1/x\): the code records nearly one collision per step however many occur.

The upper bound shows that \(x=0.02\) is small enough for a loss below 1 percent. Solving \(d(x)=0.01\) numerically gives \(x=0.0201\).

A shorter step is not the only remedy. One can draw a flight time \(t=-\ln r/\Gamma\), with \(r\) uniform between 0 and 1. The probability that \(t>s\) is the probability that \(r<e^{-\Gamma s}\), which is \(e^{-\Gamma s}\), as required. If the flight ends within the step, the collision is carried out and another flight is drawn for the remaining time. Several collisions can then occur in one step, and for a constant rate none is lost.

### (c) Drift velocity

First take the true process. The field raises the mean velocity \(\bar v\) at the rate \(a\). Collisions occur at the rate \(\Gamma\), and each removes on average the fraction \(1-c\). In the steady state

\[
0=a-\Gamma(1-c)\,\bar v,\qquad
\bar v_{\rm true}=\frac{a}{\Gamma(1-c)} .
\]

Now take the code. Let \(v\) be the mean velocity at the start of a step. It grows to \(v+a\Delta t\). At the end it is kept with probability \(1-P\), or multiplied on average by \(c\) with probability \(P\). The mean factor is

\[
q=(1-P)+Pc=1-P(1-c).
\]

In the steady state the next step starts with the same mean, so \(v=(v+a\Delta t)\,q\). Solving for \(v\),

\[
v=a\Delta t\,\frac{q}{1-q}
=a\Delta t\left[\frac{1}{P(1-c)}-1\right].
\]

The velocity rises linearly during the step, so its average along the step is \(v+a\Delta t/2\):

\[
\bar v_{\rm code}=a\Delta t\left[\frac{1}{P(1-c)}-\frac12\right].
\]

Dividing by \(\bar v_{\rm true}\) and using \(\Gamma\Delta t=x\),

\[
R=\frac{\bar v_{\rm code}}{\bar v_{\rm true}}
=\frac{x}{P}-\frac{x(1-c)}{2}.
\]

For collisions that randomize the direction, \(c=0\), and

\[
R=\frac{x}{1-e^{-x}}-\frac{x}{2}
=\frac{x}{2}\,\frac{1+e^{-x}}{1-e^{-x}}
=\frac{x}{2}\coth\frac{x}{2}\approx1+\frac{x^2}{12}.
\]

The last form uses \(\coth y\approx1/y+y/3\) for small \(y\). At \(x=0.2\), \(R=1.0033\). The drift velocity is too high by 0.3 percent, although 9.4 percent of the collisions are missing. The first randomizing collision in a step already removes the mean forward velocity, so a second one has little left to remove. The small error also relies on averaging along the step: the mean velocity is \(x/P-x=0.903\) of the true value at the start of a step and \(x/P=1.103\) of it just before the collision. The code also keeps the correct probability of surviving \(k\) whole steps, \((1-P)^k=e^{-kx}\).

The opposite limit is \(c\to1\), where each collision removes a small part of the forward velocity. Every collision then counts, and \(R\to x/P=1.103\). The drift velocity is too high by 10.3 percent. At \(c=0.5\) the excess is 5.3 percent. A similar distinction applies to energy: if each collision removes the same fixed energy, the energy loss rate is low by the full 9.4 percent at the given \(\Gamma\).

One might try to restore the collision frequency by using \(P=x\), which is possible for \(x\le1\). The mean count is then right, but survival through a step becomes \(1-x\), which is less than \(e^{-x}\). With \(c=0\) the velocity ratio becomes \(R=1-x/2=0.90\). For randomizing collisions, correcting the count in this way makes the drift velocity 10 percent too low. In general \(R=1-x(1-c)/2\), so this error shrinks to zero as \(c\to1\).

### (d) Electrons in germanium

Here \(x=4\times0.05=0.2\). The recorded frequency is

\[
\frac{P}{\Delta t}=\frac{0.181269}{0.05\ \mathrm{ps}}=3.63\ \mathrm{ps^{-1}}
\]

instead of \(4\ \mathrm{ps^{-1}}\). A loss of 1 percent requires \(\Delta t=0.0201/(4\ \mathrm{ps^{-1}})=0.0050\ \mathrm{ps}\), or 5.0 fs.

Germanium has four equivalent conduction valleys along the cube diagonals. With equal populations, the average inverse mass is the same in every direction:

\[
\frac{m_e}{m_c}=\frac13\left(\frac1{1.6}+\frac2{0.08}\right)=8.54,
\qquad m_c=0.117\,m_e .
\]

For \(c=0\) the true mobility of this model is

\[
\mu=\frac{e}{\Gamma m_c}
=\frac{(1.602\times10^{-19}\ \mathrm{C})(0.25\times10^{-12}\ \mathrm{s})}
{0.117\,(9.109\times10^{-31}\ \mathrm{kg})},
\]

which is about \(3760\ \mathrm{cm^2/Vs}\). At 100 V/cm the drift velocity is \(3.76\times10^5\ \mathrm{cm/s}\). The code raises both by 0.3 percent.

This mobility is near the measured value for pure germanium at room temperature, roughly \(4000\ \mathrm{cm^2/Vs}\), because the rate was chosen in that range. In the real material, however, the rate is not constant. Acoustic-phonon scattering, for example, has a rate that grows approximately as the square root of the energy \(E\). Suppose such collisions are elastic, the energies follow a Maxwell distribution, and the mean rate stays at \(4\ \mathrm{ps^{-1}}\). The loss then rises to 10.8 percent. It must rise, because \(1-e^{-y}\) is concave: a spread of \(y\) about a fixed mean lowers the average collision probability.

The same energy dependence changes the mobility. In a weak field, the distribution shifts by \(\delta f=-a\tau\,\partial f_0/\partial v_z\), where \(\tau=1/\Gamma(E)\). For a Maxwell distribution \(f_0\) this gives \(\bar v=a\langle E\tau\rangle/\langle E\rangle\); the same factor holds for ellipsoidal valleys after each axis is rescaled. With \(w=\sqrt{E/kT}\), \(\langle w\rangle=2/\sqrt\pi\) and \(\langle w^2\rangle=3/2\), the mobility is multiplied by

\[
\frac{\langle w\rangle^2}{\langle w^2\rangle}=\frac{8}{3\pi}\approx0.85 .
\]

This 15 percent reduction is much larger than the 0.3 percent velocity error found for a constant rate. With the energy-dependent rate the code's error depends on where in the step the rate is evaluated: the drift velocity is too high by about 0.5 percent if the rate is taken at the end of the step, where the collision is applied, but by about 8 percent if it is taken at the start, because the rate then lags behind the velocity gained in the step.

Temperature matters too. For acoustic phonons the mean rate grows as \(T^{3/2}\): one factor \(T\) comes from the phonon number and \(\sqrt T\) from the typical electron energy. At 350 K, with the step unchanged, \(x=0.252\) and the constant-rate formula gives a loss of 11.6 percent; with the \(\sqrt E\) rate the loss is 13.3 percent.

Several other effects can be estimated. An electron moving at the rms thermal speed in the direction of the electric force, opposite to the field, gains 0.17 meV in a step (at the same energy, 0.05 meV along the heavy axis of a valley and 0.21 meV along a light axis), against \(kT=25.9\) meV. With an assumed energy relaxation time of 5 ps, heating raises the mean energy by 0.5 percent. At a density of \(10^{15}\ \mathrm{cm^{-3}}\) the band-edge occupancy is about \(10^{-4}\), so degeneracy is negligible, and the field is about a thousandth of a rough breakdown field. The collision broadening \(\hbar\Gamma=2.6\) meV is a tenth of \(kT\), so treating collisions as instantaneous events at sharp energy is itself an approximation.

The choice \(c=0\) also leaves out ionized impurities. At \(10^{15}\ \mathrm{cm^{-3}}\) they barely change the mobility, but their collisions are frequent small-angle events with \(c\) near 1: at thermal energy the total rate is roughly \(2\ \mathrm{ps^{-1}}\) with the Conwell-Weisskopf cutoff and roughly \(20\ \mathrm{ps^{-1}}\) with Brooks-Herring screening. If they compete with phonons for the single collision allowed per step, the formula for \(R\) gives a drift velocity too high by about 6 percent in the first case and by about 60 percent in the second (between roughly 50 and 80 percent, depending on the mass and energy used for the rate). The 0.3 percent error was derived for a constant rate and for counted collisions that retain no forward velocity on average, \(c=0\); it does not carry over when small-angle collisions are counted as well.

In high fields electrons can reach energies where they scatter much faster. If the rate rose to \(10\ \mathrm{ps^{-1}}\) with the step still at 0.05 ps, \(x\) would be 0.5 and the loss 21 percent. A step chosen from the average rate in a weak field therefore does not guarantee the same accuracy for hot electrons. The numerical output lists the loss for further values of \(x\).

## Numbers as computed

```
INPUTS (rough typical values, germanium electrons)
collision rate = 4.00 1/ps
time step = 0.050 ps
temperature = 300 K
longitudinal, transverse mass = 1.60, 0.08 m_e
field = 100 V/cm
electron density = 1.0e+15 cm^-3
COLLISION COUNT
rate times step x = 0.200
probability of 0 collisions in a step = 0.818731
probability of 1 collisions in a step = 0.163746
probability of 2 collisions in a step = 0.016375
probability of 3 collisions in a step = 0.001092
probability of at least one, P = 0.181269
missed collisions per step = 0.018731
recorded / true frequency = 0.90635
lost fraction d = 9.365 %
bounds on d = 9.333 % to 10.000 %
simulated loss = 9.379 +- 0.013 %
recorded frequency = 3.6254 1/ps
true mean time between collisions = 0.2500 ps
code mean time between collisions = 0.2758 ps
excess of code mean time = 10.33 %
lost fraction at x = 0.02: 0.99 %
lost fraction at x = 0.05: 2.46 %
lost fraction at x = 0.10: 4.84 %
lost fraction at x = 0.50: 21.31 %
lost fraction at x = 1.00: 36.79 %
x for 1 % loss = 0.02013
time step for 1 % loss = 5.03 fs
DRIFT VELOCITY
conductivity mass = 0.1171 m_e
true model mobility = 3756 cm2/Vs
code mobility, c = 0: 3768 cm2/Vs
true model drift velocity = 3.756e+05 cm/s
code/true velocity, c = 0: 1.00333 (simulated 1.0040)
code/true velocity, c = 0.5: 1.05333 (simulated 1.0533)
limit of code/true velocity for c near 1 = 1.10333
P replaced by x, c = 0: 0.90000 (simulated 0.9018)
NEGLECTED EFFECTS
loss if rate grows as sqrt(energy), same mean = 10.81 %
mobility factor for that rate = 0.8488
at 350 K, rate as T^1.5: x = 0.2520, loss = 11.61 %
thermal energy kT = 25.85 meV
field energy gain in a step at thermal speed = 0.171 meV
assumed energy relaxation time = 5.0 ps
carrier heating / mean thermal energy = 0.48 %
valley/mean mobility, field [111]: 0.073 (one), 1.309 (three)
band-edge occupancy = 9.85e-05
collision broadening hbar*rate = 2.63 meV
field / rough breakdown field = 1.0e-03
```
